**Dirac–Slater gold with two exchange parameters and the Latter tail**

The program solves the self-consistent radial Dirac equation for gold with \(v_x=-\tfrac32\alpha(3\rho/\pi)^{1/3}\), where \(\rho\) is the electron density and \(\alpha\) is 2/3 or 1. Each case is run with and without the Latter rule \(V\to\min(V,-1/r)\) in the outer atom. It asserts that both values of \(\alpha\) follow from the momentum-dependent exchange potential of the uniform gas. It also compares hydrogen-like levels with the Dirac formula, the beryllium 2s level with PySCF, and selected gold levels with direct integration of the radial equations. Further assertions cover the first-order response of the levels, the division of the 5d₅/₂ relaxation into its sources, and the movement of charge towards the corrected tail. The output shows that raising \(\alpha\) lowers 5d more than 6s, while the tail lowers 6s more than 5d. Most of the tail's effect on 5d comes from relaxation of the density. For \(\alpha=2/3\) the tail also reverses the order of 6s and 5d₅/₂.

## Verification by program

```python
# Dirac-Slater gold atom: effect of the exchange parameter alpha (1 or 2/3)
# and of the Latter tail, V -> min(V, -1/r), on the 6s and 5d eigenvalues.
# Result under test: larger alpha lowers 6s and 5d; the Latter tail lowers 6s;
# the 5d response is a frozen-density shift plus a relaxation shift.
# Hartree atomic units. G, F: large and small radial components;
# kappa: Dirac angular number; D = sum occ*(G^2+F^2) = 4 pi r^2 rho;
# v_x = -(3/2) alpha (3 rho/pi)^(1/3). Energies exclude the rest energy.
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import erf
from pyscf import gto, dft

c = 1.0 / constants.fine_structure
EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0]
x = np.linspace(math.log(1e-8), math.log(60.0), 1200)
r = np.exp(x)
w = r * (x[1] - x[0])                     # weights for integration over r
RMS_FM = 5.4
Z_AU = 79
RATIO = 1.8                               # ratio of successive exponents
WIDE_RATIO = 2.1                          # coarser spacing, for comparison
GOLD = {-1: [2, 2, 2, 2, 2, 1], 1: [2] * 4, -2: [4] * 4, 2: [4] * 3,
        -3: [6] * 3, 3: [6], -4: [8]}
LEVELS = {"6s": (-1, 5), "5d3/2": (2, 2), "5d5/2": (-3, 2)}


def make_basis(kappa, ratio=RATIO):
    """Kinetically balanced Gaussians, orthonormalized on the grid."""
    l = kappa if kappa > 0 else -kappa - 1
    a = 0.012 * ratio ** np.arange(60)
    a = a[a < [1.1e9, 1.1e9, 3e6, 1e5][l]]
    R = r[:, None]
    gauss = np.exp(-a * R**2)
    large = R**(l + 1) * gauss
    small = ((l + 1 + kappa) * R**l - 2 * a * R**(l + 2)) * gauss
    norm = np.sqrt(np.sum(w[:, None] * large**2, axis=0))
    root = np.sqrt(w)[:, None]
    QL, RL = np.linalg.qr(root * large / norm)
    QS, RS = np.linalg.qr(root * small / norm)
    return QL, QS, c * RS @ np.linalg.inv(RL)


BASIS = {k: make_basis(k) for k in GOLD}


def solve_dirac(kappa, V, count, basis=None):
    """Lowest electron energies and radial densities G^2+F^2."""
    QL, QS, kin = BASIS[kappa] if basis is None else basis
    n = QL.shape[1]
    HL = QL.T @ (V[:, None] * QL)
    HS = QS.T @ (V[:, None] * QS) - 2 * c**2 * np.eye(n)
    e, v = np.linalg.eigh(np.block([[HL, kin.T], [kin, HS]]))
    v = v[:, n:n + count]
    dens = ((QL @ v[:n])**2 + (QS @ v[n:])**2) / w[:, None]
    return e[n:n + count], dens


def v_nuclear(Z, rms_fm):
    xi = 1.5 / (rms_fm * 1e-15 / BOHR)**2
    return -Z * erf(math.sqrt(xi) * r) / r


def v_hartree(D):
    inside = CubicSpline(x, r * D).antiderivative()(x)
    outside = CubicSpline(x, D).antiderivative()(x)
    return inside / r + outside[-1] - outside


def v_exchange(rho, alpha):
    return -1.5 * alpha * np.cbrt(3 * rho / math.pi)


def latter_cut(V):
    """Neutral-atom tail; the restriction r > 1 excludes the nucleus."""
    return np.where(r > 1.0, np.minimum(V, -1 / r), V)


def run_scf(Z, shells, alpha, latter=False, rms_fm=RMS_FM, start=None):
    vn = v_nuclear(Z, rms_fm)
    if start is None:
        start = (Z - 1) * (1 - (1 + 0.605 * Z**(1 / 3) * r)**-2)
    u = start.copy()                       # r times (Hartree + exchange)
    old_u, old_f = [], []
    for iteration in range(120):
        V = vn + u / r
        if latter:
            V = latter_cut(V)
        energies, dens = {}, {}
        D = np.zeros_like(r)
        for k, occ in shells.items():
            energies[k], dens[k] = solve_dirac(k, V, len(occ))
            D += dens[k] @ np.array(occ, float)
        vx = v_exchange(D / (4 * math.pi * r**2), alpha)
        f = r * (v_hartree(D) + vx) - u
        residual = np.max(np.abs(f[r < 15]))
        if residual < 3e-6:                # above the rounding noise
            return dict(V=V, u=u, e=energies, d=dens, D=D, vx=vx,
                        raw=vn + u / r)
        old_u = (old_u + [u])[-6:]
        old_f = (old_f + [f])[-6:]
        step = 0.3 * f
        if iteration >= 4:                 # Anderson acceleration
            df = np.array([f - p for p in old_f[:-1]]).T
            du = np.array([u - p for p in old_u[:-1]]).T
            coef = np.linalg.lstsq(df, f, rcond=1e-10)[0]
            step = step - (du + 0.3 * df) @ coef
        u = u + step
    raise AssertionError(f"self-consistency not reached: {residual}")


def level(result, name):
    k, i = LEVELS[name]
    return result["e"][k][i]


def density(result, name):
    k, i = LEVELS[name]
    return result["d"][k][:, i]


def frozen_level(V, name):
    k, i = LEVELS[name]
    e, d = solve_dirac(k, V, i + 1)
    return e[i], d[:, i]


def shooting_energy(V, kappa, guess):
    """Independent eigenvalue from the radial differential equations."""
    rv = CubicSpline(x, r * V)

    def rhs(t, y, E):
        rad = math.exp(t)
        q = (rad * E - float(rv(t))) / c
        return [-kappa * y[0] + (2 * c * rad + q) * y[1],
                kappa * y[1] - q * y[0]]

    def mismatch(E):
        first = [1.0, 0.0] if kappa < 0 else [0.0, 1.0]
        last = [1.0, -math.sqrt(-2 * E) / (2 * c)]
        ends = []
        for radius, y0 in ((1e-6, first), (30.0, last)):
            sol = solve_ivp(rhs, (math.log(radius), math.log(2.0)), y0,
                            args=(E,), method="DOP853", rtol=1e-9, atol=1e-12)
            ends.append(sol.y[:, -1])
        return ends[0][0] * ends[1][1] - ends[0][1] * ends[1][0]

    return brentq(mismatch, guess - 1e-3, guess + 1e-3, xtol=1e-9)


# Exchange potential of a uniform gas with Fermi momentum 1, from its integral.
def momentum_potential(k):
    def integrand(q):
        return q * math.log(abs((k + q) / (k - q)))
    if k < 1:
        value = quad(integrand, 0, k)[0] + quad(integrand, k, 1)[0]
    else:
        value = quad(integrand, 0, 1)[0]
    return -value / (math.pi * k)


gas_density = 1 / (3 * math.pi**2)
gas_mean = quad(lambda k: 3 * k**2 * momentum_potential(k), 0, 1,
                epsabs=1e-8)[0]
gas_surface = momentum_potential(1.0)
assert abs(gas_mean - v_exchange(gas_density, 1.0)) < 1e-6
assert abs(gas_surface - v_exchange(gas_density, 2 / 3)) < 1e-6
step = 1e-4 * gas_density


def gas_energy_density(n):
    kf = (3 * math.pi**2 * n)**(1 / 3)
    return 0.5 * n * kf * gas_mean         # half avoids counting pairs twice


slope = (gas_energy_density(gas_density + step)
         - gas_energy_density(gas_density - step)) / (2 * step)
assert abs(slope - gas_surface) < 1e-6

# Hydrogen-like levels that hardly feel the nuclear size: 2p3/2, 3d3/2, 3d5/2.
basis_error = {RATIO: [], WIDE_RATIO: []}
for kappa, n in ((-2, 2), (2, 3), (-3, 3)):
    gamma = math.sqrt(kappa**2 - (Z_AU / c)**2)
    quotient = Z_AU / c / (n - abs(kappa) + gamma)
    exact = c**2 * (1 / math.sqrt(1 + quotient**2) - 1)
    for spacing, errors in basis_error.items():
        found = solve_dirac(kappa, v_nuclear(Z_AU, RMS_FM), 1,
                            make_basis(kappa, spacing))[0][0]
        errors.append(float(abs(found / exact - 1)))
assert max(basis_error[RATIO]) < 2e-6, basis_error

# Beryllium against a separate nonrelativistic code; the tolerance leaves
# room for the small relativistic shift of the 2s level.
mol = gto.M(atom="Be 0 0 0", verbose=0,
            basis={"Be": [[0, [0.02 * 2.2**n, 1.0]] for n in range(20)]})
be_difference = 0.0
for alpha, name in ((2 / 3, "LDA,"), (1.0, "1.5*LDA,")):
    mf = dft.RKS(mol)
    mf.xc = name
    mf.grids.level = 5
    mf.kernel()
    assert mf.converged
    own = run_scf(4, {-1: [2, 2]}, alpha)["e"][-1][1]
    be_difference = max(be_difference, abs(own - mf.mo_energy[1]))
assert be_difference < 2e-4, be_difference

# The four gold atoms.
atoms = {}
guess = None
for alpha in (2 / 3, 1.0):
    for latter in (False, True):
        atoms[alpha, latter] = run_scf(Z_AU, GOLD, alpha, latter, start=guess)
        guess = atoms[alpha, latter]["u"]
low, high = atoms[2 / 3, False], atoms[1.0, False]

for result in atoms.values():
    charge = CubicSpline(x, r * result["D"]).integrate(x[0], x[-1])
    assert abs(charge - Z_AU) < 1e-4
for name in LEVELS:
    for latter in (False, True):
        assert level(atoms[1.0, latter], name) < level(atoms[2 / 3, latter],
                                                       name)
for alpha in (2 / 3, 1.0):
    assert level(atoms[alpha, True], "6s") < level(atoms[alpha, False], "6s")

# Eigenvalues by direct integration.
shoot_difference = 0.0
for key, name in (((2 / 3, False), "6s"), ((2 / 3, False), "5d3/2"),
                  ((1.0, True), "6s"), ((1.0, True), "5d5/2")):
    e = level(atoms[key], name)
    other = shooting_energy(atoms[key]["V"], LEVELS[name][0], e)
    shoot_difference = max(shoot_difference, abs(other - e))
assert shoot_difference < 3e-5, shoot_difference

# First-order response of each level to its exchange potential,
# against a five-point finite difference.
for name in LEVELS:
    s = 1e-2
    e = {m: frozen_level(low["V"] + m * s * low["vx"], name)[0]
         for m in (-2, -1, 1, 2)}
    numeric = (8 * (e[1] - e[-1]) - (e[2] - e[-2])) / (12 * s)
    mean = np.sum(w * density(low, name) * low["vx"])
    assert abs(numeric - mean) < 1e-5, (name, numeric, mean)

# Nuclear-radius sensitivity and the tail without correction.
other_nucleus = run_scf(Z_AU, GOLD, 2 / 3, rms_fm=5.0, start=low["u"])
nuclear_shift = level(other_nucleus, "6s") - level(low, "6s")
assert abs(nuclear_shift) < 1e-4, nuclear_shift
tail = {a: np.interp(20.0, r, r * atoms[a, False]["V"]) for a in (2 / 3, 1.0)}
assert all(abs(value) < 0.1 for value in tail.values()), tail


def crossing_radius(result):
    outer = r > 1.0
    ro, y = r[outer], (r * result["raw"])[outer] + 1
    places = np.where(y[:-1] * y[1:] < 0)[0]
    assert len(places) == 1
    i = places[0]
    return ro[i] - y[i] * (ro[i + 1] - ro[i]) / (y[i + 1] - y[i])


# Latter shifts: tail applied at fixed density, then relaxation.
tail_data = {}
for alpha in (2 / 3, 1.0):
    before, after = atoms[alpha, False], atoms[alpha, True]
    cut_potential = latter_cut(before["V"])
    shifts = {}
    for name in LEVELS:
        e_frozen, d_frozen = frozen_level(cut_potential, name)
        assert e_frozen < level(before, name)
        shifts[name] = (e_frozen - level(before, name),
                        level(after, name) - e_frozen)
        if name == "5d5/2":
            d_mean = 0.5 * (d_frozen + density(after, name))
    r_before, r_after = crossing_radius(before), crossing_radius(after)
    # Inside both crossing radii the potential change has three sources;
    # the shell between the radii, cut in only one potential, is the fourth.
    active = r < min(r_before, r_after)
    d6s = density(after, "6s") - density(before, "6s")
    rest = after["D"] - before["D"] - d6s
    changes = (v_hartree(d6s), v_hartree(rest), after["vx"] - before["vx"])
    parts = [np.sum((w * d_mean * dv)[active]) for dv in changes]
    parts.append(np.sum((w * d_mean * (after["V"] - cut_potential))[~active]))
    assert abs(sum(parts) - shifts["5d5/2"][1]) < 1e-4, (parts, shifts)
    # The density moves towards the region that the tail makes attractive.
    moved = np.sum(w * (cut_potential - before["V"])
                   * (after["D"] - before["D"]))
    assert moved < 0, moved
    outside = {n: np.sum((w * density(before, n))[r > r_before])
               for n in ("6s", "5d5/2")}
    charges = [np.sum((w * a["D"])[r > r_before]) for a in (before, after)]
    tail_data[alpha] = (r_before, r_after, shifts, parts, outside, charges)

print(f"Speed of light: {c:.6f} a.u.; 1 hartree = {EV:.6f} eV")
print(f"Gold: Z = {Z_AU}, nuclear rms radius = {RMS_FM:.1f} fm")
print(f"Gas, kF=1: mean exchange potential {gas_mean:.6f} hartree")
print(f"Gas, kF=1: value at Fermi surface {gas_surface:.6f} hartree")
for (alpha, latter), result in atoms.items():
    print(f"Gold alpha={alpha:.4f}, Latter={'yes' if latter else 'no'}:")
    es = [level(result, name) for name in LEVELS]
    print("  6s, 5d3/2, 5d5/2: "
          + ", ".join(f"{e:.5f}" for e in es) + " hartree")
    print("  6s, 5d3/2, 5d5/2: "
          + ", ".join(f"{e * EV:.3f}" for e in es) + " eV")
    radius = np.sum(w * r * density(result, "6s"))
    print(f"  gap 6s minus 5d5/2: {es[0] - es[2]:.5f} hartree")
    print(f"  mean 6s radius: {radius:.4f} bohr")
print("Change of alpha 2/3 -> 1, no Latter tail:")
for name in LEVELS:
    frozen = frozen_level(low["V"] + 0.5 * low["vx"], name)[0]
    print(f"  {name}: frozen {frozen - level(low, name):+.5f}, relaxation "
          f"{level(high, name) - frozen:+.5f}, total "
          f"{level(high, name) - level(low, name):+.5f} hartree")
for alpha, data in tail_data.items():
    r0, r1, shifts, parts, outside, charges = data
    print(f"Latter tail switched on, alpha={alpha:.4f}:")
    print(f"  r*V at 20 bohr before: {tail[alpha]:.5f} hartree*bohr")
    print(f"  crossing radius before, after: {r0:.3f}, {r1:.3f} bohr")
    print(f"  fraction beyond old crossing: 6s {outside['6s']:.4f}, "
          f"5d5/2 {outside['5d5/2']:.4f} (no unit)")
    print(f"  electrons beyond old crossing before, after: "
          f"{charges[0]:.4f}, {charges[1]:.4f}")
    for name, (direct, relaxed) in shifts.items():
        print(f"  {name}: frozen {direct:+.5f}, relaxation {relaxed:+.5f}, "
              f"total {direct + relaxed:+.5f} hartree")
    print(f"  5d5/2 relaxation parts: 6s repulsion {parts[0]:+.5f}, "
          f"other repulsion {parts[1]:+.5f},")
    print(f"    exchange {parts[2]:+.5f}, shell between crossings "
          f"{parts[3]:+.5f} hartree")
for spacing, errors in basis_error.items():
    print(f"Exponent ratio {spacing}: relative errors 2p3/2, 3d3/2, 3d5/2: "
          + ", ".join(f"{value:.1e}" for value in errors))
print(f"Largest Be 2s code difference: {be_difference:.1e} hartree")
print(f"Largest gold integration difference: {shoot_difference:.1e} hartree")
print(f"6s shift for nuclear radius 5.0 fm: {nuclear_shift:.0e} hartree")
print("all assertions hold")
```

Output:

```
Speed of light: 137.035999 a.u.; 1 hartree = 27.211386 eV
Gold: Z = 79, nuclear rms radius = 5.4 fm
Gas, kF=1: mean exchange potential -0.477465 hartree
Gas, kF=1: value at Fermi surface -0.318310 hartree
Gold alpha=0.6667, Latter=no:
  6s, 5d3/2, 5d5/2: -0.18606, -0.25094, -0.19494 hartree
  6s, 5d3/2, 5d5/2: -5.063, -6.829, -5.305 eV
  gap 6s minus 5d5/2: 0.00888 hartree
  mean 6s radius: 2.8974 bohr
Gold alpha=0.6667, Latter=yes:
  6s, 5d3/2, 5d5/2: -0.25541, -0.30589, -0.25007 hartree
  6s, 5d3/2, 5d5/2: -6.950, -8.324, -6.805 eV
  gap 6s minus 5d5/2: -0.00534 hartree
  mean 6s radius: 3.1632 bohr
Gold alpha=1.0000, Latter=no:
  6s, 5d3/2, 5d5/2: -0.27035, -0.42208, -0.35849 hartree
  6s, 5d3/2, 5d5/2: -7.357, -11.485, -9.755 eV
  gap 6s minus 5d5/2: 0.08814 hartree
  mean 6s radius: 2.6656 bohr
Gold alpha=1.0000, Latter=yes:
  6s, 5d3/2, 5d5/2: -0.30576, -0.44719, -0.38358 hartree
  6s, 5d3/2, 5d5/2: -8.320, -12.169, -10.438 eV
  gap 6s minus 5d5/2: 0.07782 hartree
  mean 6s radius: 2.8454 bohr
Change of alpha 2/3 -> 1, no Latter tail:
  6s: frozen -0.20474, relaxation +0.12044, total -0.08429 hartree
  5d3/2: frozen -0.49705, relaxation +0.32591, total -0.17114 hartree
  5d5/2: frozen -0.47305, relaxation +0.30951, total -0.16355 hartree
Latter tail switched on, alpha=0.6667:
  r*V at 20 bohr before: -0.00115 hartree*bohr
  crossing radius before, after: 2.680, 2.790 bohr
  fraction beyond old crossing: 6s 0.5135, 5d5/2 0.1003 (no unit)
  electrons beyond old crossing before, after: 1.4297, 1.6046
  6s: frozen -0.05312, relaxation -0.01623, total -0.06935 hartree
  5d3/2: frozen -0.00650, relaxation -0.04845, total -0.05495 hartree
  5d5/2: frozen -0.00927, relaxation -0.04585, total -0.05513 hartree
  5d5/2 relaxation parts: 6s repulsion -0.02068, other repulsion -0.02700,
    exchange +0.00206, shell between crossings -0.00018 hartree
Latter tail switched on, alpha=1.0000:
  r*V at 20 bohr before: -0.00054 hartree*bohr
  crossing radius before, after: 3.003, 3.063 bohr
  fraction beyond old crossing: 6s 0.3127, 5d5/2 0.0366 (no unit)
  electrons beyond old crossing before, after: 0.6419, 0.7348
  6s: frozen -0.02496, relaxation -0.01045, total -0.03541 hartree
  5d3/2: frozen -0.00157, relaxation -0.02354, total -0.02511 hartree
  5d5/2: frozen -0.00226, relaxation -0.02283, total -0.02509 hartree
  5d5/2 relaxation parts: 6s repulsion -0.01649, other repulsion -0.00788,
    exchange +0.00155, shell between crossings -0.00002 hartree
Exponent ratio 1.8: relative errors 2p3/2, 3d3/2, 3d5/2: 1.1e-09, 1.3e-08, 1.5e-08
Exponent ratio 2.1: relative errors 2p3/2, 3d3/2, 3d5/2: 2.5e-07, 2.7e-06, 3.0e-06
Largest Be 2s code difference: 4.3e-05 hartree
Largest gold integration difference: 1.5e-06 hartree
6s shift for nuclear radius 5.0 fm: -2e-05 hartree
all assertions hold
```
